\section*{Logarithmic field decay in an anodic oxide after current interruption}

A metal anode is being oxidised in an electrolyte at constant current. The oxide thickens, and a field of several MV/cm inside it drives metal and oxygen ions through the film. The external circuit is then opened. No charge can now arrive from outside, but the field is still there and the ions still move. Their motion discharges the film, the discharge lowers the field, and the lower field slows the ions. The question is how the field falls in time, and which properties of the oxide and of the preceding growth set the time scale.

Let $E$ be the field in the oxide, positive in the direction from metal to electrolyte, and let $J$ be the ionic current density in that direction. The film is flat, its field is uniform, and its net space charge is negligible. Its permittivity $\varepsilon$ is the absolute one, including the vacuum factor, and is constant. The field inside the metal is zero, so Gauss's law gives the metal surface a charge per unit area
\begin{equation}
\sigma=\varepsilon E .
\end{equation}
The external circuit supplies positive charge to this surface at the rate $J_{\rm ext}$, and the ionic current removes it at the rate $J$. Therefore
\begin{equation}
\varepsilon\frac{dE}{dt}=J_{\rm ext}-J(E).
\end{equation}
During steady growth the field is constant and the two currents are equal. After interruption at $t=0$, $J_{\rm ext}=0$ and
\begin{equation}
\varepsilon\frac{dE}{dt}=-J(E). \label{balance}
\end{equation}
The thickness does not appear: a thicker film has a smaller capacitance, but it also has a larger voltage at the same field, and the surface charge is the same.

The conduction law must now be supplied. An ion of charge $q$ that has to travel a distance $a$ along the field to reach the top of its barrier finds the barrier lowered by $qaE$. Its forward jump rate is multiplied by $\exp(qaE/k_BT)$, and its backward rate by the inverse factor. With $\beta=qa/k_BT$ and $\beta E\gg1$, backward jumps are negligible and
\begin{equation}
J(E)=J_a e^{\beta E}. \label{highfield}
\end{equation}
Here $J_a$ and $\beta$ are constants at fixed temperature, and the current is assumed to follow the field without delay. If the film was growing at current density $J_0$ and field $E_0$, then $J_0=J_ae^{\beta E_0}$. Dividing the two expressions removes $J_a$:
\begin{equation}
J(E)=J_0e^{\beta(E-E_0)} .
\end{equation}

Insert this in the charge balance and collect the field on the left:
\begin{equation}
e^{\beta(E_0-E)}\,dE=-\frac{J_0}{\varepsilon}\,dt .
\end{equation}
The integral of the left side from $E_0$ to $E$ is $-[e^{\beta(E_0-E)}-1]/\beta$, because differentiating the exponential with respect to $E$ brings down a factor $-\beta$. The right side integrates to $-J_0t/\varepsilon$. Multiplication by $-\beta$ gives
\begin{equation}
e^{\beta(E_0-E)}=1+\frac{\beta J_0t}{\varepsilon},
\end{equation}
and the logarithm of both sides yields
\begin{equation}
E(t)=E_0-\frac1\beta\ln\left(1+\frac t\tau\right),\qquad
\tau=\frac{\varepsilon}{\beta J_0}. \label{law}
\end{equation}

The time constant thus contains three quantities. Permittivity and initial current alone do not determine it; the field coefficient $\beta$ is needed as well. What those two do determine is the initial rate of field loss. For $t\ll\tau$, $\ln(1+t/\tau)\simeq t/\tau$, and
\begin{equation}
E\simeq E_0-\frac{t}{\beta\tau}=E_0-\frac{J_0t}{\varepsilon}. \label{early}
\end{equation}
Here $\beta$ has cancelled, since the current has not yet had time to change. The time constant marks the end of this stage: it is the time in which the initial rate would lower the field by $1/\beta$, the amount that reduces the current by a factor $e$. Because the current falls during that time, the actual reduction is smaller. Substitution of (\ref{law}) in the conduction law gives
\begin{equation}
J(t)=J_0e^{-\ln(1+t/\tau)}=\frac{J_0}{1+t/\tau}, \label{current}
\end{equation}
so the current has halved at $t=\tau$.

For $t\gg\tau$ the field loses the same amount in every decade of time,
\begin{equation}
\frac{dE}{d\log_{10}t}\simeq-\frac{\ln10}{\beta}, \label{decade}
\end{equation}
and the current becomes
\begin{equation}
J\simeq\frac{J_0\tau}{t}=\frac{\varepsilon}{\beta t}. \label{tail}
\end{equation}
The initial current has disappeared from this tail. The reason is clearer if $E_0$ is also eliminated. Since $E_0=\beta^{-1}\ln(J_0/J_a)$ and $1+t/\tau=(t+\tau)/\tau$,
\begin{equation}
E(t)=\frac1\beta\ln\frac{J_0\tau}{J_a(t+\tau)}
=\frac1\beta\ln\frac{\varepsilon}{\beta J_a(t+\tau)} . \label{universal}
\end{equation}
For fixed $\varepsilon$, $\beta$ and $J_a$, all initial currents lead to the same curve with a shifted origin of time. A larger current places the film at an earlier point on the curve. Once $t$ is much longer than the shift, the starting point no longer matters.

The logarithm also identifies the conduction law followed during the decay. Suppose that a field is found to obey $E=E_0-b\ln(1+t/\tau)$ and that (\ref{balance}) holds. Then
\begin{equation}
J=-\varepsilon\frac{dE}{dt}=\frac{\varepsilon b}{\tau}\frac1{1+t/\tau}
=\frac{\varepsilon b}{\tau}e^{(E-E_0)/b}.
\end{equation}
The current is exponential in the field, with $\beta=1/b$. The same coefficient describes steady growth if the current follows the field without delay, as assumed here. An ohmic film, $J=\kappa E$, would instead give $E=E_0e^{-\kappa t/\varepsilon}$.

A voltmeter reads a voltage and not a field, and the ions that discharge the film also add to it. The charge they carry up to time $t$ is
\begin{equation}
Q(t)=\int_0^tJ\,dt'=J_0\tau\ln\left(1+\frac t\tau\right)
=\varepsilon(E_0-E),
\end{equation}
which is the loss of surface charge, as it must be. Let $v$ be the oxide volume formed per unit ionic charge, and assume that all this charge forms oxide and none dissolves. The thickness is then $d=d_0+vQ$. The oxide voltage $V=Ed$ changes at the rate
\begin{equation}
\frac{dV}{dt}=d\frac{dE}{dt}+E\frac{dd}{dt}
=-\frac{Jd}{\varepsilon}+EvJ
=-\frac{Jd}{\varepsilon}\left(1-\frac{\varepsilon vE}{d}\right).
\end{equation}
When $\varepsilon vE/d\ll1$, growth can be ignored and the voltage follows the field at constant thickness. Two slopes of the voltage record then give two properties of the film:
\begin{equation}
\left.\frac{dV}{dt}\right|_{0}=-\frac{J_0d_0}{\varepsilon},\qquad
\frac{dV}{d\ln t}\simeq-\frac{d_0}{\beta}\quad(t\gg\tau). \label{slopes}
\end{equation}
The first contains the capacitance per unit area, $\varepsilon/d_0$. The ratio of the second to the first is $\varepsilon/(\beta J_0)=\tau$. The ohmic voltage in the electrolyte is not part of $V$; it vanishes with the external current and must be separated from the early decay.

Consider a 100 nm film of anodic tantalum pentoxide, interrupted at 1 mA/cm$^2$ and 6 MV/cm, so that its oxide voltage is 60 V. Take a relative permittivity of 27 and $\beta=6$ cm/MV. These are rough typical values. In units suited to the problem, $\varepsilon=2.39\ \mu$C/cm$^2$ per MV/cm, and
\begin{equation}
\tau=\frac{2.39\times10^{-6}}{6\times10^{-3}}\ {\rm s}=0.40\ {\rm ms}.
\end{equation}
The initial field loss rate is $J_0/\varepsilon=0.42$ MV/cm per ms, which for this thickness is 4.2 V/ms. The late slope is $-2.303/6=-0.38$ MV/cm per decade, or $-3.8$ V per decade. Equations (\ref{law}) and (\ref{current}) give the following decay:
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $E$ (MV/cm) & $J$ (A/cm$^2$) & $V$ (V)\\
0.001 & 5.79 & $2.8\times10^{-4}$ & 57.9\\
0.1 & 5.08 & $4.0\times10^{-6}$ & 50.8\\
10 & 4.31 & $4.0\times10^{-8}$ & 43.1\\
1000 & 3.54 & $4.0\times10^{-10}$ & 35.4
\end{tabular}
\end{center}
After 1000 s the current has fallen by more than six orders of magnitude, yet with these values the film retains 59\% of its voltage. Direct numerical integration of (\ref{balance}) gives the same fields to the four decimals shown in the numerical output. The role of $\beta$ in the time constant was tested separately, by integrating $dt=-\varepsilon\,dE/J(E)$ down to half the initial current. The time found is 0.398 ms, and it becomes 0.797 ms when $\beta$ is halved with $\varepsilon$ and $J_0$ held fixed.

The loss of memory can be put in numbers too. If the same oxide is interrupted at $J_0/10$, its initial field is lower by $\ln10/\beta=0.38$ MV/cm and its time constant is $10\tau$. By (\ref{universal}), the field difference at a late time is
\begin{equation}
\frac1\beta\ln\frac{t+10\tau}{t+\tau}\simeq\frac{9\tau}{\beta t},
\end{equation}
which is $6\times10^{-7}$ MV/cm at 1000 s. Integration from the two starting fields gives the same value.

The logarithm cannot hold indefinitely. Equation (\ref{law}) reaches $E=0$ at the finite time $\tau(e^{\beta E_0}-1)$ and then turns negative, although nothing in the film could drive the field through zero. The fault lies in (\ref{highfield}), which leaves a current $J_a$ at zero field. With backward jumps restored,
\begin{equation}
J=J_a(e^{\beta E}-e^{-\beta E})=2J_a\sinh\beta E .
\end{equation}
Set $y=\beta E$ and $y_0=\beta E_0$. The charge balance becomes
\begin{equation}
\frac{dy}{\sinh y}=-\frac{2\beta J_a}{\varepsilon}\,dt .
\end{equation}
The derivative of $\ln\tanh(y/2)$ is $1/[2\sinh(y/2)\cosh(y/2)]=1/\sinh y$, so integration gives
\begin{equation}
\tanh\frac{\beta E}{2}=\tanh\frac{\beta E_0}{2}\,
\exp\left(-\frac{2\beta J_at}{\varepsilon}\right). \label{sinh}
\end{equation}
Two limits are contained here. While $y\gg1$, $\tanh(y/2)\simeq1-2e^{-y}$, and the exponent on the right is still small. To first order in the small quantities,
\begin{equation}
1-2e^{-y}\simeq1-2e^{-y_0}-\frac{2\beta J_at}{\varepsilon},
\qquad
e^{-y}\simeq e^{-y_0}+\frac{\beta J_at}{\varepsilon}.
\end{equation}
Multiplying the second relation by $e^{y_0}$ and using $J_ae^{y_0}\simeq J_0$ recovers the logarithmic law. When $y\ll1$, $\tanh(y/2)\simeq y/2$, and the field decays exponentially with time constant $\varepsilon/(2\beta J_a)$. This is the ohmic stage, in which $J\simeq2\beta J_aE$.

A weak-field case shows the difference. Start at 0.5 MV/cm with $\beta=6$ cm/MV, so that $\beta E_0=3$, and wait for 20 times $\varepsilon/(\beta J)$ evaluated at the initial current. The logarithm gives $-0.007$ MV/cm, whereas (\ref{sinh}), confirmed by integration, gives $+0.041$ MV/cm. In the tantalum oxide example $\beta E_0=36$. Even at 1000 s the ratio of backward to forward jumps is $e^{-2\beta E}=3\times10^{-19}$, and the false zero of the logarithm lies at $1.7\times10^{12}$ s. Backward jumps are irrelevant there on any practical time scale.

Electronic leakage can set a much earlier limit. Let a constant leakage current density $L$ flow in addition to the ionic current, so that $\varepsilon\,dE/dt=-(J+L)$. Since $dJ/dt=\beta J\,dE/dt$, the reciprocal $u=1/J$ obeys
\begin{equation}
\frac{du}{dt}=-\frac1{J^2}\frac{dJ}{dt}
=\frac{\beta}{\varepsilon}\frac{J+L}{J}
=\frac\beta\varepsilon(1+Lu).
\end{equation}
The quantity $1+Lu$ therefore grows exponentially from $1+L/J_0$, with time constant
\begin{equation}
t_L=\frac{\varepsilon}{\beta L}.
\end{equation}
Solving for $u$ and using $E=E_0-\beta^{-1}\ln(J_0u)$, one finds
\begin{equation}
E=E_0-\frac1\beta\ln\left\{\frac{J_0}{L}\left[
\left(1+\frac L{J_0}\right)e^{t/t_L}-1\right]\right\}. \label{leak}
\end{equation}
For $L\ll J_0$ and $t\gg\tau$, the braces reduce to $(J_0/L)(e^{t/t_L}-1)$. The logarithmic law has $t/\tau=(J_0/L)(t/t_L)$ in their place. Leakage thus lowers the field by a further
\begin{equation}
\delta E\simeq\frac1\beta\ln\frac{e^{t/t_L}-1}{t/t_L}. \label{extra}
\end{equation}
This is small compared with $1/\beta$ for $t\ll t_L$. For $t\gg t_L$ the field falls at the rate $L/\varepsilon$, linearly in time. This stage must end before the field reaches zero, because a leakage driven by the field vanishes with it and can no longer be treated as constant. The condition $t\ll t_L$ is the same as $L\ll\varepsilon/(\beta t)$: by (\ref{tail}), leakage must stay well below the ionic current that remains. A current that was negligible during growth can therefore control the late decay.

Tantalum pentoxide grown in this way is the dielectric of tantalum electrolytic capacitors. The assumed permittivity, field and current density lie in the usual range for such films, while leakage varies strongly with the film and its treatment. A rough 1 nA/cm$^2$, one millionth of the growth current, gives $t_L=398$ s. At 1000 s it lowers the field by a further 0.25 MV/cm, about 10\% of the 2.46 MV/cm lost by ionic conduction alone. This leakage is a low value for a film so near its forming field; ten times as much gives $t_L=40$ s and the same 0.25 MV/cm already at 100 s. Leakage held constant while the field falls is itself a simplification; if it decreases with the field, its effect is smaller than this estimate based on its initial value.

The conduction law is the other main uncertainty. In a real oxide $\ln J$ need not be a straight line in $E$. If, as a trial, the local value of $\beta$ rises by 10\% of its initial value for each MV/cm lost, the ionic current dies away faster, and the field at 1000 s is 0.22 MV/cm higher than (\ref{law}) predicts. A delayed response of the ions can also matter. The current is proportional to the number of mobile ions and to their jump rate, so a value of $\beta$ taken from steady growth at several currents includes any change of that number with field. If the number rises with field in steady growth but stays frozen during the decay, only the smaller field dependence of the jump rate acts. Equation (\ref{law}) still applies, with that smaller coefficient. A trial reduction from 6 to 4.8 cm/MV lowers the field at 1000 s by 0.57 MV/cm, or 23\% of the predicted loss. These two changes of $\beta$ measure sensitivity and are not data for tantalum oxide. Steady-growth data for tantalum bend more strongly than the first trial: a published quadratic fit has $\beta$ rising by roughly 20\% per MV/cm lost, which, if it held during the decay, would leave the field at 1000 s about 0.5 MV/cm above the logarithm. The late rows of the table therefore illustrate the law and do not predict this oxide. A value of $\beta$ measured in one transient can be carried over to another only if the number of mobile ions responds in the same way in both. A short record may see this number frozen, while a longer decay gives it time to follow the field.

Slow dielectric polarisation was represented by relaxation times spread evenly on a logarithmic scale from $10^{-5}$ to $10^5$ s, with a rough loss tangent of 0.01. Oxide formed shortly before interruption is not yet fully polarised and continues to polarise, while the falling field lets polarisation already present relax. With both processes included, and with the initial polarisation averaged over the 175 s of growth, the net change of field at 1000 s is only $+0.004$ MV/cm. This small value is a near-cancellation that belongs to the stated time, growth time and spectrum. Relaxation in a fully polarised film would alone raise the field at 1000 s by about 0.03 MV/cm, and the incomplete polarisation removes nearly all of this. At 10 s the net change is $+0.019$ MV/cm, and a growth ten times longer gives $+0.018$ MV/cm at 1000 s.

The growth correction is smaller still in its effect on the voltage. By 1000 s the ionic charge passed is 5.9 $\mu$C/cm$^2$. With a rough oxide density of 8 g/cm$^3$ and ten electrons per formula unit, it forms 0.0034 nm of oxide, which adds 0.0012 V. The electrode potential also contains the voltage of the double layer at the electrolyte. If the same charge were gained or lost by a double layer of roughly 20 $\mu$F/cm$^2$, its voltage would change by 0.29 V, compared with the 24.6 V lost by the oxide. This is a scale for the possible disturbance, not a prediction of its size or sign.

Temperature was held fixed throughout. Growth dissipates 1 mA/cm$^2$ times 60 V, or 60 mW/cm$^2$, in the film, and this heating stops almost at once after interruption. Any resulting cooling changes both $J_a$ and $\beta$, by an amount that depends on heat transfer to the metal and the electrolyte and is not estimated here. For a voltage record to test the logarithmic law, the temperature must be steady, the first readings must resolve times well below $\tau$ if the initial slope is wanted (by (\ref{law}), the mean slope up to $0.1\tau$ is already 5\% too small), and the leakage current must stay well below the remaining ionic current. If the leakage is constant, this means that the record must end well before $t_L$; if it falls steeply with the field, the record can be longer.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values, anodic Ta2O5)
relative permittivity = 27
field coefficient beta = 6.0 cm/MV
initial field = 6.0 MV/cm
initial current = 1.0 mA/cm2
thickness = 100 nm
initial oxide voltage = 60.0 V
density = 8.0 g/cm3
molar mass = 441.89 g/mol
MAIN RESULTS
permittivity = 2.3906 uC/cm2 per MV/cm
time constant tau = 0.3984 ms
half-current time by quadrature = 0.3984 ms
same, beta halved = 0.7969 ms
initial field loss rate = 0.4183 MV/cm per ms
initial voltage loss rate = 4.183 V/ms
late field slope, formula = -0.3838 MV/cm per decade
late field slope, integrated = -0.3838 MV/cm per decade
late voltage slope = -3.838 V per decade
t (s) | E law, E integrated (MV/cm) | J (A/cm2) | V (V)
   0.001 | 5.7907, 5.7907 | 2.849e-04 | 57.91
   0.100 | 5.0784, 5.0784 | 3.969e-06 | 50.78
  10.000 | 4.3116, 4.3116 | 3.984e-08 | 43.12
1000.000 | 3.5440, 3.5440 | 3.984e-10 | 35.44
field loss at 1000 s = 2.4560 MV/cm
ionic charge passed by 1000 s = 5.871 uC/cm2
field gap at 1000 s after J0/10 start = 6.0e-07 MV/cm
WEAK-FIELD TEST (start 0.5 MV/cm, time 20 tau)
field with reverse jumps = 0.04119 MV/cm
field from logarithm = -0.00742 MV/cm
NEGLECTED EFFECTS at 1000 s (field changes from log law)
leakage assumed = 1.0 nA/cm2
leakage time = 398.4 s
leakage: field change = -0.2508 MV/cm
loss tangent assumed = 0.010
formation time = 174.7 s
slow polarisation: change = +0.0041 MV/cm
beta rise assumed = 10 % per MV/cm lost
beta rise: field change = +0.2186 MV/cm
frozen-population beta assumed = 4.80 cm/MV
frozen population: change = -0.5675 MV/cm
oxide grown after interruption = 0.00336 nm
voltage due to this growth = 0.00119 V
double-layer capacitance assumed = 20 uF/cm2
double-layer voltage change = 0.294 V
reverse/forward jump ratio = 3.4e-19
log law would reach zero field at = 1.72e+12 s
\end{verbatim}
